# Direct diffuse flux at the floor centre of square and circular vias

## Question

I am estimating how much material reaches the bottom of a via when the gas above it is so dilute that particles fly straight from wall to wall. For a depth equal to the width, I was told that the floor centre of a square via receives 0.239 of the diffuse flux on an open surface, and that a circular hole of the same width gives 0.200.

I can't get either number. For the circle I took the solid angle of the mouth seen from the floor centre and divided it by the hemisphere, $2\pi$. With half-width $a$ and depth $h=2a$, the rim lies at $\cos\theta=2/\sqrt5$, so I find $1-2/\sqrt5\approx0.106$, about half of what I should get. For the square I don't know how to treat the corners.

How do the two numbers come out? Is a square a better shape for letting flux in, or is it just bigger? And do the numbers include particles that bounce off the walls?

## Answer

Your solid angle is right, but it gives every direction the same weight. A surface collects fewer particles from a grazing direction than from straight above, and this applies to the open reference surface too. The numbers you were given follow once that weight is included. They count direct flight alone, so they equal the total flux if every particle sticks where it first lands.

### The weight of each direction

Let the gas above the mouth have number density $n$ and a Maxwellian velocity distribution $f(v)$, normalized by $\int f\,d^3v=1$. Particles with speed $v$, arriving at angle $\theta$ from the surface normal, cross unit area at a rate proportional to $v\cos\theta$. Within a solid angle $d\Omega$ the arriving flux is

$$
dJ=n\cos\theta\,d\Omega\int_0^\infty v^3f(v)\,dv
=\frac{n\bar v}{4\pi}\cos\theta\,d\Omega ,
$$

because the mean speed is $\bar v=4\pi\int_0^\infty v^3f\,dv$. An open surface collects from the whole hemisphere, where

$$
\int\cos\theta\,d\Omega
=2\pi\int_0^{\pi/2}\cos\theta\sin\theta\,d\theta=\pi .
$$

The open flux is therefore $J=n\bar v/4$, and $dJ=J\cos\theta\,d\Omega/\pi$. The correct divisor is $\pi$, with a cosine in the integrand, in place of your $2\pi$ without one.

Now put the surface element at the floor centre. Without collisions, the intensity along a straight ray does not change. The element sees the same intensity as an open surface in directions that pass through the mouth, and no direct flux from the others. The direct fraction is

$$
F=\frac1\pi\int_{\rm mouth}\cos\theta\,d\Omega .
$$

This assumes straight vertical walls and the same diffuse gas over the whole mouth.

Use polar angles about the vertical axis, and let $\theta_m(\phi)$ be the angle at which the mouth ends in azimuth $\phi$. Since $\int_0^{\theta_m}\cos\theta\sin\theta\,d\theta=\tfrac12\sin^2\theta_m$,

$$
F=\frac1{2\pi}\int_0^{2\pi}\sin^2\theta_m(\phi)\,d\phi .
$$

The shape of the mouth enters through $\theta_m(\phi)$.

### The circle

Let $w$ be the width and $a=w/2$. The rim is at horizontal distance $a$ in every azimuth, so $\sin^2\theta_m=a^2/(a^2+h^2)$. The azimuthal integral supplies $2\pi$, which cancels the prefactor:

$$
F_{\rm circle}=k^2,\qquad k=\frac{a}{\sqrt{a^2+h^2}} .
$$

For $h=w=2a$, $k=1/\sqrt5$ and $F_{\rm circle}=1/5=0.200$.

### The square

Measure $\phi$ from the line to the middle of one side. Between that line and the nearest corner, $0\le\phi\le\pi/4$, the edge is at horizontal distance $\rho=a/\cos\phi$. Then

$$
\sin^2\theta_m=\frac{\rho^2}{\rho^2+h^2}
=\frac{a^2}{a^2+h^2\cos^2\phi},
$$

where numerator and denominator were multiplied by $\cos^2\phi$. The square consists of eight such sectors, equal by symmetry:

$$
F_{\rm square}=\frac{8}{2\pi}\int_0^{\pi/4}
\frac{a^2\,d\phi}{a^2+h^2\cos^2\phi}.
$$

Substitute $t=\tan\phi$, so that $d\phi=dt/(1+t^2)$ and $\cos^2\phi=1/(1+t^2)$. The factor $1+t^2$ multiplies the $a^2$ in the denominator and cancels against the $h^2$ term:

$$
\int_0^{\pi/4}\frac{a^2\,d\phi}{a^2+h^2\cos^2\phi}
=\int_0^1\frac{a^2\,dt}{a^2(1+t^2)+h^2}
=\int_0^1\frac{a^2\,dt}{(a^2+h^2)+a^2t^2}.
$$

Divide numerator and denominator by $a^2+h^2$, then set $u=kt$, so $dt=du/k$:

$$
\int_0^1\frac{k^2\,dt}{1+k^2t^2}
=k\int_0^k\frac{du}{1+u^2}=k\arctan k .
$$

Hence

$$
F_{\rm square}=\frac4\pi\,k\arctan k .
$$

For $h=w$, $k=0.44721$ and $\arctan k=0.42053$ rad, so

$$
F_{\rm square}=\frac4\pi(0.44721)(0.42053)\approx0.239 .
$$

Direct integration over the area of the mouth gives 0.23946 for the square and 0.20000 for the circle. As a test of the cosine weight as well, particles were launched at the mouth with Maxwellian velocities and counted on a small patch at the floor centre. Their direct fractions were 0.239 and 0.200.

### Better shape, or just bigger?

The circle fits inside the square, so the extra 0.039 comes through the four corners. To see how much each part of the mouth contributes, write the integral over area. A mouth element $dA$ at distance $r$ from the floor centre subtends $d\Omega=\cos\theta\,dA/r^2$, with $\cos\theta=h/r$. Thus

$$
F=\int_{\rm mouth}\frac{h^2}{\pi r^4}\,dA,
\qquad r^2=x^2+y^2+h^2 .
$$

The integrand falls with distance from the axis, so corner area is worth less than central area. At $h=w$ the square has $4/\pi=1.273$ times the area of the circle but receives 1.197 times its flux.

Now compare the square with a circle of equal area. The parts of the square outside that circle have the same total area as the parts of the circle outside the square. The former lie farther from the axis than the circle's radius, the latter nearer. Moving area from the first set to the second raises the integral, so the circle wins. At this depth, still measured by the side $w$ of the square, it receives 0.241 against 0.239. For the direct flux, the square's advantage at equal width comes from its area, and its shape costs a little. With re-emission from the walls the cost of the shape is larger: up to about 4 % at this depth, and about 15 % at a depth of ten widths with sticking probability 0.1.

The ratio at equal width and depth is

$$
\frac{F_{\rm square}}{F_{\rm circle}}
=\frac4\pi\frac{\arctan k}{k}
=\frac4\pi\int_0^1\frac{dt}{1+k^2t^2}.
$$

The last form shows that the ratio falls steadily as $k$ grows. In a deep hole $k\to0$, all mouth elements count nearly equally, and the ratio tends to the area ratio $4/\pi$. In a very shallow hole $k\to1$, $\arctan k\to\pi/4$, and the ratio tends to 1: both floor centres see almost the full sky.

### Particles that bounce

Suppose each impact ends in sticking with probability $s$, and otherwise in re-emission with the cosine law. Take $s$ to be the same on walls and floor and constant in time. Let $I(x)$ be the total incident flux at a surface point $x$, divided by the open flux. It has a direct part $F(x)$ and a part re-emitted by the other surfaces:

$$
I(x)=F(x)+(1-s)\int K(x,y)I(y)\,dA_y,\qquad
K=\frac{\cos\theta_x\cos\theta_y}{\pi r_{xy}^2}.
$$

The integral covers the surface points visible from $x$. Since $K$ is unchanged when $x$ and $y$ are exchanged, $K(x,y)\,dA_y$ is also the probability that a particle emitted from $x$ with the cosine law lands on $dA_y$. Substituting the equation into itself repeatedly gives, at the floor centre,

$$
I=\sum_{n=0}^{\infty}(1-s)^nE_n,\qquad E_0=F,
$$

where $E_n$ is the probability that a path started at the floor centre leaves through the mouth after $n$ re-emissions. Following such reversed paths gives, for $h=w$:

| $s$ | square | circle |
|---:|---:|---:|
| 1 | 0.239 | 0.200 |
| 0.9 | 0.255 | 0.215 |
| 0.5 | 0.358 | 0.321 |
| 0.1 | 0.713 | 0.694 |

As a test, particles followed forward from the mouth at $s=0.5$ gave 0.355 and 0.319, which agree with the table within 1 %, about the counting noise of that run. The table entries for $s<1$ are themselves sampled and uncertain by about 0.001.

For $s\to0$ both totals tend to 1. The reason is that the mouth and the visible surfaces together fill the hemisphere of every point, so $F(x)+\int K\,dA_y=1$, and $I=1$ solves the equation at $s=0$. The ratio of the two totals therefore also tends to 1 as $s\to0$. In the table, square over circle falls from 1.20 at $s=1$ to 1.03 at $s=0.1$. How small $s$ must be depends on the depth: at ten widths the ratio stays near 1.27 down to $s\approx0.1$ and is still about 1.09 at $s=0.01$. The direct numbers should not be used for a weakly sticking precursor. Nor do they give the final film in a saturating atomic-layer-deposition dose, where a longer exposure can fill the sites at the floor.

### An example with erbium

Consider erbium metal deposited for an erbium-silicide contact in a via 200 nm wide and 200 nm deep. A wide hot plate close to the wafer supplies the diffuse flux. Rough inputs are a plate at 1300 K and a vapour pressure of $2\times10^{-4}$ Torr. I assume that the plate emits like an equilibrium vapour at that pressure.

With $n=p/k_BT$ and $\bar v=\sqrt{8k_BT/\pi m}$, the open flux is

$$
J=\frac{n\bar v}{4}=\frac{p}{\sqrt{2\pi mk_BT}}
\approx1.5\times10^{16}\ {\rm atoms/(cm^2\,s)} .
$$

For molar mass $M\approx167$ g/mol and density $\rho\approx9.1$ g/cm³, this flux builds dense metal at the rate $JM/(\rho N_A)\approx4.6$ nm/s. A film of 5.0 nm on the open surface takes $5.0/4.6\approx1.1$ s. With unit sticking and a fixed mouth, the floor centres receive

$$
5.0\times0.239=1.20\ {\rm nm\ (square)},\qquad
5.0\times0.200=1.00\ {\rm nm\ (circle)} .
$$

The main corrections can be sized:

- **Imperfect sticking.** At $s=0.9$, for the same 5.0 nm open film, the thicknesses become about 1.3 and 1.1 nm. The same factor $s$ multiplies deposition on the floor and on the open surface, so the ratio of thicknesses is the $I$ of the table.
- **Narrowing of the mouth.** A wall point just below the lip, away from the corners, sees the upper half of its own hemisphere through the mouth. By symmetry it gets half the open flux. When the open film has thickness $t$, each side of the mouth has therefore moved in by about $t/2$, and the rim has risen by $t$. Replacing $a$ by $a-t/2$ and $h$ by $h+t$, and averaging over the growth, lowers the square's fraction to 0.231 and the circle's to 0.192. These are losses of about 4 % of each value. The estimate ignores the rounding of the rim and the rise of the floor. Both make the loss smaller, nearer 3 %.
- **Collisions.** For an atomic diameter of 0.5 nm, the mean free path is roughly 600 mm. The depth of the via is $3\times10^{-7}$ of this, and a 10 mm gap between plate and wafer is under 2 %. The slanted paths of the open flux average nearly twice the gap, about 3 % of the free path. These are upper estimates for this diameter. The free path is that of an equilibrium vapour, whereas the vapour in the gap moves one way at half the density, and the chance of a collision on the way across is nearer 1.4 %.
- **Finite plate.** A plate of radius 200 mm at 10 mm reduces the open flux opposite its centre by 0.25 %, from the circle formula. The floor centre loses nothing, since it looks no farther than about 35° from the vertical, well inside the edge of the plate.
- **Heating.** A black plate radiates about 16 W/cm², some 20 kW from its whole face, so this source is an idealization and the bound that follows holds only if the wafer faces it for no longer than the deposition itself. If a silicon wafer 0.775 mm thick, starting at 300 K, absorbed all of this for 1.1 s without loss, it would warm by at most about 140 K. With a constant sublimation energy of about 3.3 eV per atom, the vapour pressure of erbium at that temperature is about $10^{-25}$ of its value at the plate. Re-evaporation is then negligible, though this does not prove that each atom sticks at first contact with a foreign surface.

The close, wide source is essential to these numbers. A small, distant source straight above the via sends nearly parallel atoms down the hole, and the floor centre then gets nearly the full open flux, whatever the shape of the mouth. Of the effects sized here, a sticking probability of 0.9 changes the floor thickness most, by 6 to 8 %. Surface diffusion, island formation and reaction with silicon are not included, so the 1.20 and 1.00 nm are amounts of metal expressed as dense thickness. They do not promise a continuous film. The numerical output below lists the values used here.

## Computed values

```
GEOMETRY, depth = width
k = a/sqrt(a^2+h^2): 0.44721
arctan k: 0.42053 rad
square, area quadrature: 0.23946
square, closed form: 0.23946
circle, area quadrature: 0.20000
corner contribution, square minus circle: 0.03946
ratio square/circle: 1.1973
area ratio 4/pi: 1.2732
ratio at depth 50 widths: 1.2732
ratio at depth 0.02 widths: 1.0003
circle of equal area: 0.24145
largest angle, square corner: 35.26 deg
largest angle, circle: 26.57 deg
PARTICLES
square, Maxwellian launch, direct: 0.239
square, same launch, total at s=0.5: 0.355
circle, Maxwellian launch, direct: 0.200
circle, same launch, total at s=0.5: 0.319
total at s=0.9, reversed paths: square 0.255, circle 0.215
total at s=0.5, reversed paths: square 0.358, circle 0.321
total at s=0.1, reversed paths: square 0.713, circle 0.694
ERBIUM EXAMPLE, rough inputs
via width, depth: 200, 200 nm
source: 1300 K, 2.0e-04 Torr
molar mass: 167.26 g/mol; density: 9.07 g/cm3
open flux: 1.507e+16 atoms/(cm2 s)
open growth rate: 4.61 nm/s
open film: 5.0 nm; time: 1.08 s
floor-centre film, square: 1.20 nm
floor-centre film, circle: 1.00 nm
NEGLECTED EFFECTS
atom diameter for collisions: 0.5 nm
mean free path: 606 mm
via depth / free path: 3.3e-07
plate radius, gap: 200, 10 mm
gap / free path: 0.0165
open flux lost by finite plate: 0.25 %
wall flux just below lip / open flux: 0.498
narrowed mouth, end: square 0.2219, circle 0.1845
narrowed mouth, mean: square 0.2306, circle 0.1922
mean loss by narrowing, square: 3.7 %
black-body heat load: 16.2 W/cm2
silicon wafer: 0.775 mm, 2.33 g/cm3, 0.70 J/(g K)
wafer start: 300 K; largest rise: 139 K
sublimation energy: 3.3 eV/atom
log10(wafer/source vapour pressure): -25
```
